# Two Derivations of the Tunnelling Front and Logarithmic Threshold Recovery: verification in Python

```python
"""
Result under test: electrons tunnelling from silicon into uniformly trapped
holes make a front at x_m = ln(nu*t)/(2*kappa), and the threshold shift is
  dV = -(q*N/(2*eps)) * ((d-X)**2 + s2 - (d-L)**2),
  X = x_m + gamma/(2*kappa),  s2 = pi**2/(24*kappa**2).
x: depth from silicon; t: time; nu: rate prefactor; kappa: amplitude decay
constant; N: trapped-hole density; L: trapped-layer thickness; d: oxide
thickness; eps: oxide permittivity; gamma: Euler's constant.
Internal units: nm, eV, V, s.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1, gamma as gamma_function, airy

# Inputs: rough typical values for thermal oxide on silicon
barrier_eV = 3.1
mass_oxide = 0.42
mass_silicon = 0.92
nu = 1e13
oxide_nm = 50.0
layer_nm = 10.0
density_cm3 = 1e18
relative_permittivity = 3.9
t_start, t_end = 1e3, 1e7
exposure_s = 10.0
temperature_K = 300.0
hot_K = 398.0
silicon_gap_eV = 1.12
field_MV_cm = 1.0
optical_permittivity = 2.1
coulomb_cutoff_nm = 0.3
decay_length_nm = 3.0

kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
kappa = np.sqrt(mass_oxide * barrier_eV / kinetic)
two_kappa = 2 * kappa
q_over_eps = const.e / (relative_permittivity * const.epsilon_0) * 1e9  # V nm
charge_factor = q_over_eps * density_cm3 * 1e-21             # V/nm^2
euler = np.euler_gamma
variance = np.pi**2 / (24 * kappa**2)

gl_nodes, gl_weights = np.polynomial.legendre.leggauss(16)


def integral(function, upper, panels=400):
    """Composite Gauss-Legendre quadrature from 0 to upper."""
    edges = np.linspace(0, upper, panels + 1)
    half = (edges[1] - edges[0]) / 2
    points = (edges[:-1] + half)[:, None] + half * gl_nodes[None, :]
    return half * np.sum(function(points) * gl_weights[None, :])


def rate(x):
    return nu * np.exp(-two_kappa * x)


def survival(x, t):
    return np.exp(-rate(x) * t)


def front(t):
    return np.log(nu * t) / two_kappa


def mean_front(t):
    return front(t) + euler / two_kappa


def shift_formula(t):
    return -charge_factor / 2 * ((oxide_nm - mean_front(t))**2 + variance
                                 - (oxide_nm - layer_nm)**2)


def shift_quadrature(t):
    return -charge_factor * integral(
        lambda x: (oxide_nm - x) * survival(x, t), layer_nm)


# Wavefunction decay: silicon slab joined to oxide, by finite differences
step = 0.01
grid = step * np.arange(-599, 300)
mass_left = np.where(grid - step / 2 < 0, mass_silicon, mass_oxide)
mass_right = np.where(grid + step / 2 < 0, mass_silicon, mass_oxide)
potential = np.where(grid > step / 2, barrier_eV, 0.0)
potential[np.argmin(abs(grid))] = barrier_eV / 2
diagonal = kinetic / step**2 * (1 / mass_left + 1 / mass_right) + potential
off_diagonal = -kinetic / step**2 / mass_right[:-1]
energy, wave = eigh_tridiagonal(diagonal, off_diagonal,
                                select="i", select_range=(0, 0))
i_near = np.argmin(abs(grid - 0.5))
i_far = np.argmin(abs(grid - 1.5))
decay_numeric = (2 * np.log(abs(wave[i_near, 0] / wave[i_far, 0]))
                 / (grid[i_far] - grid[i_near]))
decay_formula = 2 * np.sqrt(mass_oxide * (barrier_eV - energy[0]) / kinetic)
assert abs(decay_numeric / decay_formula - 1) < 1e-3   # grid error

# Front position and width, located on the survival profile itself
for t in (t_start, t_end):
    steepest = minimize_scalar(
        lambda x: -(survival(x + 1e-4, t) - survival(x - 1e-4, t)),
        bounds=(front(t) - 0.3, front(t) + 0.3), method="bounded",
        options={"xatol": 1e-8}).x
    assert abs(steepest - front(t)) < 1e-4
x10 = brentq(lambda x: survival(x, t_end) - 0.1, 1, 9)
x90 = brentq(lambda x: survival(x, t_end) - 0.9, 1, 9)
width = np.log(np.log(10) / np.log(10 / 9)) / two_kappa
assert abs((x90 - x10) - width) < 1e-8

# Zeroth and first moments of the neutralised region
for t in (t_start, t_end):
    m0 = integral(lambda x: 1 - survival(x, t), layer_nm)
    m1 = integral(lambda x: x * (1 - survival(x, t)), layer_nm)
    assert abs(m0 - mean_front(t)) < 1e-9
    assert abs(m1 - (mean_front(t)**2 + variance) / 2) < 1e-8


# A thin trapped layer, with the front at its far edge
def ein(z):
    return exp1(z) + np.log(z) + euler


thin = 3.0
thin_numeric = integral(lambda x: 1 - survival(x, t_start), thin)
thin_formula = (ein(nu * t_start)
                - ein(nu * t_start * np.exp(-two_kappa * thin))) / two_kappa
assert abs(thin_numeric - thin_formula) < 1e-9
assert thin_numeric < thin < mean_front(t_start)

# Threshold shift from Poisson's equation with both electrodes grounded,
# followed by the gate voltage that cancels the field at the silicon
intervals = 5000
h = oxide_nm / intervals
x_grid = h * np.arange(1, intervals)
source = charge_factor * survival(x_grid, t_end)
edge_index = int(round(layer_nm / h)) - 1
source[edge_index] *= 0.5
source[edge_index + 1:] = 0
bands = np.ones((3, intervals - 1))
bands[1] = -2
phi = solve_banded((1, 1), bands, -source * h**2)
shift_poisson = -oxide_nm * phi[0] / h
assert abs(shift_poisson / shift_formula(t_end) - 1) < 1e-6

# Logarithmic slope and straightness, from quadrature


def slope_formula(t):
    return charge_factor * (oxide_nm - mean_front(t)) / two_kappa


for t in (t_start, t_end):
    slope_numeric = (shift_quadrature(t * np.exp(0.01))
                     - shift_quadrature(t * np.exp(-0.01))) / 0.02
    assert abs(slope_numeric / slope_formula(t) - 1) < 1e-6
log_times = np.linspace(np.log(t_start), np.log(t_end), 41)
curve = np.array([shift_quadrature(np.exp(u)) for u in log_times])
chord = np.linspace(curve[0], curve[-1], 41)
bow = np.max(abs(curve - chord))
advance = mean_front(t_end) - mean_front(t_start)
assert abs(bow / (charge_factor * advance**2 / 8) - 1) < 1e-4
recovery = shift_formula(t_end) - shift_formula(t_start)
assert abs(recovery - (curve[-1] - curve[0])) < 1e-8


# Exposure of finite duration at constant hole-trapping rate
def held_after_exposure(t):
    return integral(lambda x: -np.expm1(-rate(x) * exposure_s)
                    / (rate(x) * exposure_s) * survival(x, t), layer_nm)


def exposure_factor(t):
    return t / exposure_s * np.log1p(exposure_s / t)


for t in (exposure_s, t_start):
    numeric = (held_after_exposure(t * np.exp(-0.005))
               - held_after_exposure(t * np.exp(0.005))) / 0.01
    assert abs(numeric * two_kappa / exposure_factor(t) - 1) < 1e-4


# Trapped density falling exponentially from the silicon
def exponential_rate(t):
    def held(time):
        return integral(lambda x: np.exp(-x / decay_length_nm)
                        * survival(x, time), 20.0)
    return (held(t * np.exp(-0.01)) - held(t * np.exp(0.01))) / 0.02


for t in (t_start, t_end):
    expected = (np.exp(-front(t) / decay_length_nm) / two_kappa
                * gamma_function(1 + 1 / (two_kappa * decay_length_nm)))
    assert abs(exponential_rate(t) / expected - 1) < 1e-5
nonuniform_ratio = exponential_rate(t_end) / exponential_rate(t_start)


# Front in other barriers, from the semiclassical tunnelling exponent
def exponent(barrier, depth):
    return quad(lambda s: 2 * np.sqrt(mass_oxide * barrier(s, depth)
                                      / kinetic), 0, depth,
                points=[depth - coulomb_cutoff_nm], limit=100)[0]


def front_in(barrier, t):
    return brentq(lambda z: exponent(barrier, z) - np.log(nu * t), 0.5, 10)


field = field_MV_cm * 0.1    # eV/nm for one electron charge
coulomb = const.e / (4 * np.pi * const.epsilon_0
                     * optical_permittivity) * 1e9
kT = const.k * temperature_K / const.e
kT_hot = const.k * hot_K / const.e
barriers = {
    "flat barrier": lambda s, z: barrier_eV,
    "1 MV/cm field": lambda s, z: barrier_eV - field * s,
    "Coulomb pull": lambda s, z: barrier_eV
    - coulomb / max(z - s, coulomb_cutoff_nm),
    "valence start": lambda s, z: barrier_eV + silicon_gap_eV,
    "electron at +kT": lambda s, z: barrier_eV - kT,
}
assert abs(front_in(barriers["flat barrier"], t_end) - front(t_end)) < 1e-8

# The sloping-barrier exponent against the Airy solution
airy_energy = (kinetic / mass_oxide * field**2)**(1 / 3)
depth = front(t_end)
bi_start = airy(barrier_eV / airy_energy)[2]
bi_depth = airy((barrier_eV - field * depth) / airy_energy)[2]
airy_exponent = 2 * np.log(bi_start / bi_depth)
wkb_exponent = exponent(barriers["1 MV/cm field"], depth)
# The semiclassical exponent omits a slowly varying amplitude
assert abs(airy_exponent / wkb_exponent - 1) < 0.01

# Printed example
print(f"barrier = {barrier_eV:.2f} eV")
print(f"oxide tunnelling mass = {mass_oxide:.2f} m_e")
print(f"rate prefactor = {nu:.1e} 1/s")
print(f"oxide thickness = {oxide_nm:.1f} nm")
print(f"trapped layer = {layer_nm:.1f} nm")
print(f"trapped density = {density_cm3:.1e} cm^-3")
print(f"relative permittivity = {relative_permittivity:.2f}")
print(f"temperature = {temperature_K:.0f} K")
print(f"kappa = {kappa:.4f} 1/nm")
print(f"2 kappa = {two_kappa:.4f} 1/nm")
print(f"slab decay: numeric {decay_numeric:.4f}, "
      f"formula {decay_formula:.4f} 1/nm")
print(f"front advance = {np.log(10) / two_kappa:.4f} nm/decade")
print(f"10-90% front width = {width:.4f} nm")
print(f"mean minus steepest depth = {euler / two_kappa:.4f} nm")
print(f"front standard deviation = {np.sqrt(variance):.4f} nm")
print(f"q N / eps = {charge_factor:.6f} V/nm^2")
initial_shift = -charge_factor * (oxide_nm * layer_nm - layer_nm**2 / 2)
print(f"shift before neutralisation = {initial_shift:.4f} V")
for t in 10.0**np.arange(3, 8):
    print(f"t={t:.0e} s: x_m={front(t):.4f} nm, "
          f"X={mean_front(t):.4f} nm, dV={shift_formula(t):.4f} V")
print(f"Poisson shift at end = {shift_poisson:.4f} V")
print(f"recovery in window = {recovery:.4f} V")
for name, t in (("start", t_start), ("end", t_end)):
    print(f"slope at {name} = "
          f"{1e3 * slope_formula(t) * np.log(10):.3f} mV/decade")
print(f"largest departure from chord = {1e3 * bow:.4f} mV")
print(f"departure / recovery = {100 * bow / recovery:.3f} %")
print(f"3 nm layer neutralised at start = {thin_numeric:.4f} nm")
print("Neglected effects:")
for name, barrier in barriers.items():
    end_depth = front_in(barrier, t_end)
    per_decade = ((end_depth - front_in(barrier, t_start))
                  / np.log10(t_end / t_start))
    print(f"{name}: end {end_depth:.3f} nm, {per_decade:.4f} nm/decade")
print(f"Coulomb cutoff = {coulomb_cutoff_nm:.2f} nm")
print(f"optical permittivity = {optical_permittivity:.2f}")
print(f"silicon gap = {silicon_gap_eV:.2f} eV")
print(f"exposure = {exposure_s:.1f} s")
print(f"exposure slope factor at 10 s = {exposure_factor(exposure_s):.4f}")
print(f"exposure slope factor at start = {exposure_factor(t_start):.4f}")
print(f"exponential trap length = {decay_length_nm:.1f} nm")
print(f"its rate ratio, end/start = {nonuniform_ratio:.4f}")
print(f"thermal emission depth, {temperature_K:.0f} K = "
      f"{kT * np.log(nu * t_end):.3f} eV")
print(f"thermal emission depth, {hot_K:.0f} K = "
      f"{kT_hot * np.log(nu * t_end):.3f} eV")
print(f"largest trapped-charge field = "
      f"{charge_factor * layer_nm * 10:.3f} MV/cm")
equivalent_cm2 = recovery / (q_over_eps * oxide_nm) * 1e14
print(f"interface charge equal to recovery = {equivalent_cm2:.3e} cm^-2")
print("success")
```

Output:

```
barrier = 3.10 eV
oxide tunnelling mass = 0.42 m_e
rate prefactor = 1.0e+13 1/s
oxide thickness = 50.0 nm
trapped layer = 10.0 nm
trapped density = 1.0e+18 cm^-3
relative permittivity = 3.90
temperature = 300 K
kappa = 5.8458 1/nm
2 kappa = 11.6916 1/nm
slab decay: numeric 11.6691, formula 11.6707 1/nm
front advance = 0.1969 nm/decade
10-90% front width = 0.2638 nm
mean minus steepest depth = 0.0494 nm
front standard deviation = 0.1097 nm
q N / eps = 0.004640 V/nm^2
shift before neutralisation = -2.0879 V
t=1e+03 s: x_m=3.1511 nm, X=3.2005 nm, dV=-1.3692 V
t=1e+04 s: x_m=3.3480 nm, X=3.3974 nm, dV=-1.3265 V
t=1e+05 s: x_m=3.5450 nm, X=3.5944 nm, dV=-1.2840 V
t=1e+06 s: x_m=3.7419 nm, X=3.7913 nm, dV=-1.2417 V
t=1e+07 s: x_m=3.9389 nm, X=3.9882 nm, dV=-1.1996 V
Poisson shift at end = -1.1996 V
recovery in window = 0.1696 V
slope at start = 42.764 mV/decade
slope at end = 42.044 mV/decade
largest departure from chord = 0.3599 mV
departure / recovery = 0.212 %
3 nm layer neutralised at start = 3.0000 nm
Neglected effects:
flat barrier: end 3.939 nm, 0.1969 nm/decade
1 MV/cm field: end 4.076 nm, 0.2097 nm/decade
Coulomb pull: end 4.407 nm, 0.2026 nm/decade
valence start: end 3.376 nm, 0.1688 nm/decade
electron at +kT: end 3.955 nm, 0.1978 nm/decade
Coulomb cutoff = 0.30 nm
optical permittivity = 2.10
silicon gap = 1.12 eV
exposure = 10.0 s
exposure slope factor at 10 s = 0.6931
exposure slope factor at start = 0.9950
exponential trap length = 3.0 nm
its rate ratio, end/start = 0.7691
thermal emission depth, 300 K = 1.191 eV
thermal emission depth, 398 K = 1.579 eV
largest trapped-charge field = 0.464 MV/cm
interface charge equal to recovery = 7.311e+10 cm^-2
success
```
